# Why Cartesian displacements falsely broaden vibronic spectra when bonds rotate

**Question.** A molecule twists or pyramidalizes on electronic excitation, while its bond lengths hardly change. When the difference between the two equilibrium geometries is projected on Cartesian normal modes, the calculated spectrum can show long progressions in bond stretches and a width of several electronvolts. Where does this stretching come from, and why does a curvilinear projection remove it?

## The mechanism: a chord in place of an arc

When a bond turns about one end, its other end moves on a circle. The Cartesian displacement vector joins the end points of that motion by a straight line, the chord. A chord lies inside its circle, so an atom following it would first shorten the bond and then lengthen it again. Seen from the starting geometry, the chord has a component back along the old bond. A Cartesian normal mode is also a straight direction, and the stretching mode points along the old bond. The projection therefore reads part of a pure rotation as compression.

The smallest model with this feature has one mass $m$ at the end of a bond with a fixed pivot, moving in a plane. In polar coordinates the potentials of the initial and final electronic states are

$$V_i=\tfrac12k(r-r_0)^2+\tfrac12\kappa\theta^2,\qquad V_f=\tfrac12k(r-r_0)^2+\tfrac12\kappa(\theta-\theta_0)^2 .$$

The equilibrium bond length is $r_0$ in both states; only the equilibrium angle changes. The algebra uses $\hbar=1$. The transition starts from the vibrational ground state, and the transition dipole is constant, so each line has the weight of a squared vibrational overlap. The vibrational states are taken to be localized in angle, with negligible amplitude where the angle would close on itself. Since $V_f$ is $V_i$ rotated by $\theta_0$, the two zero-point energies are equal. Energies are counted from the 0-0 line.

For small motions about the initial minimum, the displacement along the bond is $r-r_0$ and that across it is $r_0\theta$. The frequencies therefore obey

$$\omega_s^2=\frac{k}{m},\qquad \omega_b^2=\frac{\kappa}{mr_0^2}.$$

## What the Cartesian projection gives

Put the old bond along $x$. The atom moves from $(r_0,0)$ to $(r_0\cos\theta_0,r_0\sin\theta_0)$, so that

$$\Delta x=-r_0(1-\cos\theta_0),\qquad \Delta y=r_0\sin\theta_0 .$$

The initial stretch is motion along $x$ and the initial bend is motion along $y$. The reorganization energy of a mode is half its force constant times its squared displacement. The Cartesian force constants are $k$ and $\kappa/r_0^2$, hence

$$\lambda_s^{C}=\tfrac12kr_0^2(1-\cos\theta_0)^2
=2kr_0^2\sin^4\frac{\theta_0}{2},\qquad
\lambda_b^{C}=\tfrac12\kappa\sin^2\theta_0 .$$

The second form of $\lambda_s^C$ uses $1-\cos\theta_0=2\sin^2(\theta_0/2)$. The correct values in this model are zero for the stretch and $\lambda_b=\frac12\kappa\theta_0^2$ for the bend.

For small angles $\sin(\theta_0/2)\approx\theta_0/2$, and the false energy becomes $kr_0^2\theta_0^4/8$. It is of fourth order, but it carries the stiff constant $k$. It equals the true bend energy when

$$\frac{kr_0^2\theta_c^4}{8}=\frac{\kappa\theta_c^2}{2}
\quad\Rightarrow\quad
\theta_c^2=\frac{4\kappa}{kr_0^2}=\frac{4\omega_b^2}{\omega_s^2},
\qquad \theta_c=\frac{2\omega_b}{\omega_s}.$$

The softer the angular motion, the smaller the rotation at which the fault matters.

Curvature can be isolated as the cause by keeping the arc length $a=r_0\theta_0$ fixed while the radius grows. Then $\lambda_s^C\approx ka^4/(8r_0^2)$, which vanishes as the path becomes straight. If $\kappa/r_0^2$ is also held fixed, the true bend energy $\frac12(\kappa/r_0^2)a^2$ does not change.

## From a false displacement to a false width

Let a mode of frequency $\omega$ have its minimum shifted by $D$ in the mass-weighted coordinate $Q$. With $P$ the momentum, the lowering operators of the two wells are

$$a_i=\sqrt{\frac{\omega}{2}}\left(Q+\frac{iP}{\omega}\right),\qquad
a_f=a_i-D\sqrt{\frac{\omega}{2}} .$$

Because $a_i|0_i\rangle=0$, the initial state obeys $a_f|0_i\rangle=\alpha|0_i\rangle$ with $\alpha=-D\sqrt{\omega/2}$. Projection on the final state $\langle n|$ gives $\sqrt{n+1}\,\langle n+1|0_i\rangle=\alpha\langle n|0_i\rangle$. Iterating this relation and normalizing the sum of weights yields

$$P_n=e^{-S}\frac{S^n}{n!},\qquad S=\alpha^2=\frac{\omega D^2}{2}=\frac{\lambda}{\omega},\qquad \lambda=\tfrac12\omega^2D^2 .$$

This Poisson distribution has mean $S$ and variance $S$. In energy, the mean is $S\omega=\lambda$ and the variance is $S\omega^2=\lambda\omega$. For two independent modes the variances add:

$$\sigma_C^2=\lambda_s^C\omega_s+\lambda_b^C\omega_b .$$

The false energy is thus multiplied by the larger quantum, and the width fails before the energy does. At small angles the two contributions to the variance are equal when $kr_0^2\theta^4\omega_s/8=\kappa\theta^2\omega_b/2$, that is, at $\theta=2(\omega_b/\omega_s)^{3/2}$. This is smaller than $\theta_c$ whenever $\omega_b<\omega_s$.

## What the true surfaces demand

The mean and width follow without a normal-mode approximation for the final state. Let $H_i|0\rangle=E_i|0\rangle$. The kinetic energy is the same operator in both electronic states, so

$$(H_f-E_i)|0\rangle=(H_f-H_i)|0\rangle=(V_f-V_i)|0\rangle .$$

The spectral mean is the expectation value of $H_f-E_i$, and the second moment is the squared norm of the vector above. Both involve the potential difference alone:

$$V_f-V_i=\tfrac12\kappa\left[(\theta-\theta_0)^2-\theta^2\right]
=\tfrac12\kappa\theta_0^2-\kappa\theta_0\theta .$$

By reflection symmetry $\langle\theta\rangle=0$. Therefore

$$\bar E=\tfrac12\kappa\theta_0^2,\qquad
\sigma^2=\kappa^2\theta_0^2\langle\theta^2\rangle .$$

The bond length does not appear in $V_f-V_i$. At the initial geometry the final surface pushes the atom sideways, with gradient $-\kappa\theta_0/r_0$, and exerts no force on the stretch.

This also shows that the Cartesian gradient at the initial geometry carries no false stretch, whatever the size of $\theta_0$. Dividing the squared gradient by twice the bend force constant gives

$$\frac{(\kappa\theta_0/r_0)^2}{2\kappa/r_0^2}=\tfrac12\kappa\theta_0^2,$$

the correct energy. In the displaced-mode scheme the fault enters when a finite rotation is treated as a straight displacement, and it fades as $\theta_0\to0$. With Cartesian mode mixing it does not fade, as shown below.

## The curvilinear projection

Reimers' projection starts from the change of internal coordinates $\Delta s$, here $s=(r,\theta)$, instead of the change of Cartesian positions. Let $M$ be the mass matrix, $C$ the orthonormal mass-weighted modes and $B=\partial s/\partial x$, taken at the initial minimum. Small displacements obey

$$\delta x=M^{-1/2}CQ,\qquad \delta s=B\,\delta x=LQ,\qquad L=BM^{-1/2}C .$$

The projection keeps the linear relation between $s$ and $Q$ for the finite change $\Delta s$. For independent internal coordinates, the shortest $Q$ that satisfies $LQ=\Delta s$ is $L^T(LL^T)^{-1}\Delta s$. It has no part in the rigid motions, which $L$ sends to zero. Since $CC^T=1$,

$$Q=C^TM^{-1/2}B^T\left(BM^{-1}B^T\right)^{-1}\Delta s .$$

In the model $C$ is the unit matrix, $B=\mathrm{diag}(1,1/r_0)$ and $BM^{-1}B^T=\mathrm{diag}(1/m,1/(mr_0^2))$. With $\Delta s=(0,\theta_0)$,

$$Q=\frac{1}{\sqrt m}\begin{pmatrix}1&0\\0&1/r_0\end{pmatrix}
\begin{pmatrix}m&0\\0&mr_0^2\end{pmatrix}
\begin{pmatrix}0\\\theta_0\end{pmatrix}
=\begin{pmatrix}0\\\sqrt m\,r_0\theta_0\end{pmatrix}.$$

The bend displacement is now the arc length, and its energy is $\frac12\omega_b^2mr_0^2\theta_0^2=\frac12\kappa\theta_0^2$.

The width also agrees to leading order. With the bond length frozen at $r_0$, the angular ground state has $\langle\theta^2\rangle=1/(2mr_0^2\omega_b)$. Inserting this and one factor $\kappa=mr_0^2\omega_b^2$ into $\sigma^2$ gives $\frac12\kappa\theta_0^2\omega_b=\lambda_b\omega_b$, the variance of the Poisson progression.

What remains approximate is the kinetic energy. Its angular part is $p_\theta^2/(2mr^2)$, and the projection replaces $r$ by $r_0$. Centrifugal coupling between rotation and stretch is thereby lost.

The coordinates must also suit the motion. With $s=(x,y)$, $B$ is the unit matrix and the formula returns the Cartesian result. With $s=(r,\sin\theta)$ the false stretch is absent, but the bend displacement becomes $\sqrt m\,r_0\sin\theta_0$. The angle itself is right here because $V_f$ is quadratic in $\theta$ and the kinetic energy does not depend on $\theta$.

## Why Cartesian mode mixing does not repair the fault

One might hope that the rotation of the modes between the two states compensates for the false displacement. At the final minimum the stretch points along $e_r=(\cos\theta_0,\sin\theta_0)$ and the bend along $e_t=(-\sin\theta_0,\cos\theta_0)$. The Cartesian mixing matrix is a rotation by $\theta_0$. In the curvilinear scheme it is $L_i^{-1}L_f$, where $L_i$ and $L_f$ are the matrices $L$ at the two minima. Both equal $\mathrm{diag}(1,1/r_0)/\sqrt m$, so there is no mixing.

Let $u$ be the displacement from the initial minimum and $\Delta=(\Delta x,\Delta y)$. The Cartesian quadratic surfaces are $\frac12u^TK_iu$ and $\frac12(u-\Delta)^TK_f(u-\Delta)$. Their difference is

$$\tfrac12\Delta^TK_f\Delta+g^Tu+\tfrac12u^TAu,\qquad g=-K_f\Delta,\quad A=K_f-K_i .$$

The initial state is Gaussian with covariance $\Sigma$. The term $\frac12u^TAu$ has mean $\frac12\mathrm{tr}(A\Sigma)$. A Gaussian fourth moment is the sum of three pairings: one cancels the squared mean, and the other two give $2\times\frac14\mathrm{tr}(A\Sigma A\Sigma)$. Products of the linear and quadratic terms are odd in $u$ and vanish. Thus

$$\bar E_{\rm mix}=\tfrac12\Delta^TK_f\Delta+\tfrac12\mathrm{tr}(A\Sigma),\qquad
\sigma_{\rm mix}^2=g^T\Sigma g+\tfrac12\mathrm{tr}(A\Sigma A\Sigma).$$

Direct multiplication gives $\Delta\cdot e_r=r_0(1-\cos\theta_0)$ and $\Delta\cdot e_t=r_0\sin\theta_0$, so

$$g=-kr_0(1-\cos\theta_0)\,e_r-\frac{\kappa}{r_0}\sin\theta_0\,e_t .$$

The false stretch force now points along the new bond. It has a component along $y$, the direction of the soft initial bend, whose zero-point motion is wide. A stiff false force sampled by a wide distribution can broaden the spectrum further.

The trace terms add an error that survives at small angles. For $\theta_0\ll1$, $A_{xy}\approx(k-\kappa/r_0^2)\theta_0$ and $A_{yy}\approx-A_{xx}\approx(k-\kappa/r_0^2)\theta_0^2$. Then $\frac12\mathrm{tr}(A\Sigma A\Sigma)\approx A_{xy}^2\Sigma_{xx}\Sigma_{yy}$ and $\frac12\mathrm{tr}(A\Sigma)$ are both of order $\theta_0^2$, the same order as the true variance and mean. For the parameters used below, the mixed width tends to about 2.7 times the true width and the mixed mean to about 1.9 times the true mean as $\theta_0\to0$.

## Numbers for one rotating bond

Take round model parameters: $m=1$ u, $r_0=1.10$ Å, $k=30$ eV/Å$^2$, $\kappa=1$ eV/rad$^2$ and $\theta_0=60^\circ$. In these units $\hbar^2/m=0.004180$ eV Å$^2$, so the stretch quantum is $\sqrt{0.004180\times30}=0.354$ eV. The bend quantum is $\sqrt{0.004180\times1}/1.10=0.0588$ eV.

The Cartesian shift along the bond is $-1.10\times(1-0.5)=-0.550$ Å, half the bond length. Its energy is

$$\lambda_s^C=\tfrac12\times30\times0.550^2=4.54\ \mathrm{eV},\qquad
S_s=\frac{4.54}{0.354}=12.8 .$$

Nearly thirteen stretching quanta are excited on average, although the equilibrium bond length has not changed. The Cartesian bend energy is 0.375 eV. The curvilinear projection gives no stretch and a bend energy of $\frac12\times1\times1.047^2=0.548$ eV, with $S_b=9.33$.

At the initial geometry the true final surface lies 0.548 eV above its minimum, whereas its Cartesian quadratic continuation lies at 4.91 eV. The continuation has a straight valley where the true valley bends around the pivot.

The reference spectrum comes from numerical diagonalization of the polar Hamiltonian, including the $1/r^2$ coupling, with ten radial functions and an angular grid. The basis size was not varied. Means and standard deviations are:

| Treatment | Mean (eV) | Width (eV) |
|---|---:|---:|
| Full polar model | 0.548 | 0.180 |
| Curvilinear | 0.548 | 0.180 |
| Cartesian, displaced modes | 4.91 | 1.28 |
| Cartesian, with mixing | 5.24 | 2.89 |

The third width follows from $\sqrt{4.54\times0.354+0.375\times0.0588}=1.28$ eV. It is 7.1 times the full-model width; with mode mixing the factor is 16. In the mixed case 92% of the variance comes from the force component along the soft initial bend. That component is mostly the false stretch force, with a small contribution from the bend.

After Gaussian broadening with standard deviation 0.030 eV, the common area of two normalized line shapes measures their agreement. The curvilinear shape shares 0.998 of its area with the full one; the displaced Cartesian shape shares 0.0006. The replacement of $1/r^2$ by $1/r_0^2$ is visible in the weak 0-0 line: its weight is $8.9\times10^{-5}$ in the curvilinear treatment and $9.5\times10^{-5}$ in the full model, a deficit of about 6% relative to the latter. It comes mainly from the average of $1/r^2$, not from coupling between rotation and stretch. Zero-point stretching raises this average above $1/r_0^2$ by about $3\langle(r-r_0)^2\rangle/r_0^2=1.5\%$. The bend quantum then rises by 0.7% and $S_b$ falls by about 0.07, which increases $e^{-S_b}$ by about 7%.

The angle dependence shows the onset:

| Rotation | False stretch (eV) | True bend (eV) |
|---:|---:|---:|
| 10° | 0.004 | 0.015 |
| 20° | 0.066 | 0.061 |
| 30° | 0.326 | 0.137 |
| 60° | 4.54 | 0.548 |
| 90° | 18.2 | 1.23 |

The estimate $2\omega_b/\omega_s$ puts the energy crossover at 19.0°, and the full expressions put it at 19.2°. For displaced modes without mixing, the variance estimate $2(0.0588/0.354)^{3/2}=0.135$ rad is about 8°. Even a 10° rotation is therefore not safe for the width in this model, although its false energy is still below the true bend energy.

For the test of curvature, the arc length of 1.15 Å is kept and the radius is raised tenfold to 11.0 Å. The false energy falls from 4.54 to 0.0545 eV.

## Twisted and pyramidalized molecules

Let a bond make an angle $\alpha$ with a twist axis along $x$. A twist by $\phi$ changes its vector from $b=r_0(\cos\alpha,\sin\alpha,0)$ to $b'=r_0(\cos\alpha,\sin\alpha\cos\phi,\sin\alpha\sin\phi)$. The linear stretch is the change projected on the old bond direction $\hat b$:

$$\hat b\cdot(b'-b)=r_0(\cos^2\alpha+\sin^2\alpha\cos\phi-1)
=-r_0\sin^2\alpha(1-\cos\phi).$$

The direction of increasing $\alpha$ is $(-\sin\alpha,\cos\alpha,0)$. Projecting on it and dividing by $r_0$ gives a false valence-angle change as well:

$$\delta\alpha=\sin\alpha\cos\alpha(\cos\phi-1).$$

Tilting a bond out of a plane is the case $\alpha=90^\circ$ with $\phi$ the tilt. In a pyramidalizing centre each bond then contributes $\frac12kr_0^2(1-\cos\phi)^2$, if the force field has a separate stretch term for each bond. Motion of the central atom does not alter this, because the bond vector alone enters.

Now consider four such bonds, two at each end of an axis, with $\alpha=120^\circ$ for one pair and $60^\circ$ for the other. The atoms on the axis stay in place. One end is twisted by $90^\circ$ relative to the other, with the same $r_0$ and $k$. If the whole twist is assigned to one end, each of its bonds acquires a linear stretch of $-1.10\times0.75=-0.825$ Å. The energy is $\frac12\times30\times0.825^2=10.2$ eV per bond, or 20.4 eV for the two. A bond at $120^\circ$ would also show a false valence-angle change of 25°.

A free molecule has no fixed end, so the two geometries must first be aligned. If the final structure is turned back by $\beta$, the summed squared distance is proportional to $[1-\cos(\phi-\beta)]+[1-\cos\beta]$. Setting its derivative to zero gives $\sin\beta=\sin(\phi-\beta)$, whose minimum here is $\beta=\phi/2=45^\circ$. All four bonds then turn by $45^\circ$, and the false stretch energy is

$$4\times\tfrac12kr_0^2\sin^4\alpha\,(1-\cos45^\circ)^2=3.50\ \mathrm{eV}.$$

Alignment lowers the error by a factor of 5.8 but cannot remove it, because the relative twist remains curved motion. The numerical output below lists the twist energies for both alignments.

## Calculated quantities

```
mass: 1.0 u; hbar^2/m: 0.004180 eV angstrom^2
bond length r0: 1.10 angstrom; rotation: 60.0 degree
stretch constant k: 30.0 eV/angstrom^2
bend constant kappa: 1.0 eV/rad^2
stretch quantum: 0.3541 eV; bend quantum: 0.0588 eV
Cartesian stretch, bend shifts: -0.5500, 0.9526 angstrom
curvilinear stretch shift: 0.0000 angstrom
curvilinear bend shift: 1.1519 angstrom
bend shift using sin(theta): 0.9526 angstrom
Cartesian stretch reorganization energy: 4.5375 eV
Cartesian bend reorganization energy: 0.3750 eV
curvilinear bend reorganization energy: 0.5483 eV
Huang-Rhys factor, Cartesian stretch: 12.813 (no unit)
Huang-Rhys factor, Cartesian bend: 6.380 (no unit)
Huang-Rhys factor, curvilinear bend: 9.329 (no unit)
true final surface at initial geometry: 0.5483 eV
Cartesian quadratic surface there: 4.9125 eV
true bend-direction gradient there: -0.9520 eV/angstrom
arc length: 1.1519 angstrom; larger radius: 11.0 angstrom
false stretch energy at larger radius, same arc: 0.0545 eV
crossover angle, numerical: 19.20 degree
crossover angle, 2*w_b/w_s: 19.02 degree
angle 10 degree: false stretch 0.0042 eV, true bend 0.0152 eV
angle 20 degree: false stretch 0.0660 eV, true bend 0.0609 eV
angle 30 degree: false stretch 0.3258 eV, true bend 0.1371 eV
angle 45 degree: false stretch 1.5570 eV, true bend 0.3084 eV
angle 60 degree: false stretch 4.5375 eV, true bend 0.5483 eV
angle 90 degree: false stretch 18.1500 eV, true bend 1.2337 eV
initial rms angle, full model: 9.849 degree
mean, width, full model: 0.5483, 0.1800 eV
mean, width, curvilinear: 0.5483, 0.1795 eV
mean, width, Cartesian displaced: 4.9125, 1.2763 eV
mean, width, Cartesian with mixing: 5.2370, 2.8895 eV
mixed variance from force on soft motion: 91.8 percent
width ratio, Cartesian displaced/full: 7.09 (no unit)
width ratio, Cartesian mixed/full: 16.05 (no unit)
0-0 fraction, full model: 9.483e-05 (no unit)
0-0 fraction, curvilinear: 8.881e-05 (no unit)
0-0 fraction, Cartesian displaced: 4.617e-09 (no unit)
line broadening: 0.030 eV; tail begins at: 1.50 eV
shape overlap with full, curvilinear: 0.9980 (no unit)
shape overlap with full, Cartesian: 6.088e-04 (no unit)
tail fraction, full model: 4.856e-06 (no unit)
tail fraction, curvilinear: 5.479e-06 (no unit)
tail fraction, Cartesian displaced: 0.99904 (no unit)
twist: 90.0 degree; bond-axis angle: 120.0 degree
linear stretch of one twisted bond: -0.8250 angstrom
false valence-angle change: 24.81 degree
false stretch energy of one twisted bond: 10.2094 eV
best alignment rotation: 45.00 degree
four-bond false stretch energy, one end turned: 20.4188 eV
four-bond false stretch energy, twist shared: 3.5033 eV
```
